# Why isoelectronic bound excitons can outlive donor-bound excitons

## The decision: does the centre get its own Auger term?

A rate model of low-temperature luminescence assigns each bound exciton a total decay rate. One must decide whether this rate contains an Auger term that remains when the crystal holds no free carriers. For an exciton on a neutral donor in silicon it does, and the term can exceed the radiative rate by a factor of several thousand. For a single exciton on a neutral isoelectronic centre it does not. When the term is that large, leaving it out of the first case, or putting it into the second, spoils both the lifetime and the yield.

The reason is a count of carriers. In Auger recombination an electron fills a hole and the energy goes to a third carrier. Let the centre hold $n$ bound electrons and $p$ bound holes. Losing one pair changes $(n,p)$ to $(n-1,p-1)$, so $n+p-2$ carriers remain to take the energy.

- A neutral donor has a core of charge $+1$ and one electron. With an exciton it is $(2,1)$, and one electron remains.
- A neutral acceptor with an exciton is $(1,2)$, and one hole remains.
- A neutral isoelectronic centre has no bound carrier in its ground state. With an exciton it is $(1,1)$, and nothing remains.

The count concerns carriers, not chemical valence. A distant donor-acceptor pair, with one electron on the donor and one hole on the acceptor, is also $(1,1)$ and has no internal Auger channel either.

## Why the full valence band does not help

The crystal contains many valence electrons, so it must be shown that none of them can serve as the third carrier. The isoelectronic exciton has the energy

$$h\nu=E_g-E_x-E_b ,$$

where $E_g$ is the gap, $E_x$ the binding energy of the free exciton and $E_b$ the further energy that binds it to the centre. Lifting a valence electron into the conduction band, so that a free electron and a free hole result, costs at least $E_g$. The shortfall is

$$E_g-h\nu=E_x+E_b>0 .$$

With $E_g=1.170$ eV, $E_x=15$ meV and $E_b=40$ meV, $h\nu$ is 1.115 eV and the shortfall 55 meV. If the new electron and hole stay together as a free exciton, the cost is lower by $E_x$ and the shortfall is $E_b$, or 40 meV. Heat could supply either amount, but the final state would still contain one electron and one hole. That process frees the pair; it does not destroy it.

This argument needs the bound exciton to be the lowest one-pair state of the centre. If an occupied level in the gap can be ionized with less than $h\nu$, the pair can relax into a hole on that level and an electron elsewhere, and the level must be included in the description.

The Coulomb interaction may well connect the exciton to the ground state. For a spin singlet the matrix element need not vanish. But the ground state is a single level lying $h\nu$ lower, with no electronic continuum at the exciton's energy. Such a coupling mixes the two states slightly and gives no steady decay. Decay needs light, phonons or another carrier.

## The rate for each set of three carriers

Take one localized conduction orbital $c$ and one localized valence orbital $v$, each with two spin states, so that $n,p\le2$. Let $k$ label the conduction continuum. The Coulomb interaction is

$$\hat V=\tfrac12\sum_{pqrs}\sum_{\sigma\sigma'}(pq|rs)\,
\hat p^\dagger_\sigma \hat r^\dagger_{\sigma'}\hat s_{\sigma'}\hat q_\sigma ,$$

where $p,q,r,s$ here label orbitals and $(pq|rs)$ is the interaction between the charge distributions $p^*q$ and $r^*s$. The Auger terms create one electron in $k$ and one in $v$, and remove two from $c$. The orbital $k$ can stand in the place of $p$ or of $r$. The two choices give equal terms, which cancels the factor $\tfrac12$:

$$\hat V_A=\sum_{k\sigma\sigma'}(kc|vc)\,
\hat k^\dagger_\sigma \hat v^\dagger_{\sigma'}\hat c_{\sigma'}\hat c_\sigma .$$

In the donor exciton both spin states of $c$ are filled, and $v$ holds one electron, say with spin up. Its missing spin-down electron is the hole. The operator $\hat v^\dagger_{\sigma'}$ therefore requires $\sigma'=\downarrow$. The other electron removed from $c$ must then have $\sigma=\uparrow$, and it appears in $k$ with spin up. There is one amplitude for each $k$, with no exchange partner. The golden rule gives

$$\gamma_e=\frac{2\pi}{\hbar}\,|(kc|vc)|^2\,g(E),$$

with $g$ the density of continuum levels per spin at the energy of the ejected electron. That energy lies well inside the band: the donor exciton releases 1.150 eV, the remaining electron is bound by 45 meV, and it leaves with 1.105 eV.

If $v$ is empty, as with two excitons on one centre, both $\sigma'=\downarrow$ and $\sigma'=\uparrow$ are allowed. They lead to different final states, so their rates add to $2\gamma_e$. With $n<2$ there is no term. These cases are collected in

$$N_{eeh}=p\,\frac{n(n-1)}2 .$$

Exchanging the roles of electrons and holes gives $N_{ehh}=n\,p(p-1)/2$, with a rate $\gamma_h$ for each set. Hence

$$\Gamma_A=N_{eeh}\gamma_e+N_{ehh}\gamma_h .$$

This is a leading-order result for one orbital of each kind. With several valleys or hole states, different pairs can have different matrix elements, and one $\gamma_e$ no longer suffices. The zero for $(1,1)$ does not depend on that simplification.

The count was tested by following the states in time under one many-electron Hamiltonian with both continua and with Coulomb terms that also couple the single exciton to the ground state. Each continuum was a band of 200 levels, about 0.4 gap wide and centred on its Auger energy. States with more than one continuum carrier were left out. The program's local part also contains a one-body term, which for the chosen integrals only lowers the levels $v$ and $c$ by about 0.003 gap. In units of gap$/\hbar$, the golden-rule inputs were $\gamma_e=0.00452$ and $\gamma_h=0.00254$. The decay rates found were 0.00454 for $(2,1)$, 0.00255 for $(1,2)$ and 0.01436 for $(2,2)$. The last is 1.6% above the counted value $2\gamma_e+2\gamma_h=0.01414$.

For $(1,1)$ the survival never fell below 0.9976 at the sampled times up to 250 $\hbar$/gap, when the donor state had fallen to 0.325. Even if the whole deficit were decay, the rate would be at most about $0.0024/250\approx10^{-5}$, over 400 times below the donor's. The model's bands hold no level at the energy of this exciton, so the run illustrates the energy argument given earlier and does not replace it.

## How large the donor term is

A microscopic $\gamma_e$ needs accurate wave functions for the bound and the ejected electron. An order of magnitude follows from the bulk law, in which the recombination rate per volume is $C_n n_{\rm el}^2p_{\rm h}$ for electron and hole densities $n_{\rm el}$ and $p_{\rm h}$. The factor $n_{\rm el}^2$ counts ordered pairs of electrons. Two electrons in one orbital of density $\rho_e$ have the ordered-pair density $2(2-1)\rho_e^2=2\rho_e^2$. Applying the bulk law at each point gives

$$\gamma_e\approx2C_n\int\rho_e^2\rho_h\,d^3r .$$

For both carriers take $\rho(r)=e^{-2r/a}/(\pi a^3)$, with radii $a_e$ and $a_h$. The product decays as $e^{-\lambda r}$, with

$$\lambda=\frac4{a_e}+\frac2{a_h}=\frac{2(a_e+2a_h)}{a_ea_h}.$$

Since $\int e^{-\lambda r}d^3r=8\pi/\lambda^3$,

$$\int\rho_e^2\rho_h\,d^3r=\frac{1}{\pi^3a_e^6a_h^3}\,\frac{8\pi\,a_e^3a_h^3}{8(a_e+2a_h)^3}
=\frac1{\pi^2a_e^3(a_e+2a_h)^3}.$$

Rough values for a shallow donor in silicon are $a_e=2$ nm, $a_h=4$ nm and $C_n=3\times10^{-31}$ cm$^6$/s. The integral is $1/(\pi^2\cdot8\cdot1000)$ nm$^{-6}$, or $1.27\times10^{37}$ cm$^{-6}$. Then

$$\gamma_e\approx2(3\times10^{-31})(1.27\times10^{37})=7.6\times10^6\ {\rm s^{-1}},$$

an Auger time of about 130 ns. With a radiative time $\tau_r=1$ ms the yield is about $1.3\times10^{-4}$.

The uncertainty is large:

- **Hole radius.** Values of 3 and 5 nm give 67 and 227 ns.
- **Spin.** In an unpolarized bulk gas half the ordered electron pairs have opposite spins; in the donor exciton all do. If parallel pairs contribute nothing to $C_n$, the donor rate doubles and the time falls to 66 ns. If they contribute equally, it stays at 130 ns.
- **Mass anisotropy.** An ellipsoidal electron density of the same volume, with radii 2.50 and 1.28 nm, lowers the rate by 3.5%.
- **Local use of $C_n$.** The peak density per electron is $4\times10^{19}$ cm$^{-3}$ and changes over nanometres. The centre also relaxes momentum conservation. Neither effect is contained in a bulk coefficient, and this error has not been sized.
- **Correlation.** The product $\rho_e^2\rho_h$ treats the three carriers as independent. The repulsion between the electrons and their attraction to the hole change the chance that all three meet, and this error has not been sized either.

If both radii grow in proportion, the rate falls as $a^{-6}$. A compact donor state therefore decays faster. With $\tau_r$ held at 1 ms, the radii would have to grow by $7600^{1/6}\approx4.4$ before Auger and radiative rates were equal.

The opposite limit is a fast radiative transition. With $\tau_r=1$ ns and the same Auger time, under 1% of donor excitons would be lost to Auger decay. The channel would still exist, but it would hardly affect the lifetime.

## When the isoelectronic exciton lives longer

Let $L$ be the sum of all non-radiative losses of the isoelectronic exciton. It outlives the donor exciton if

$$\frac1{\tau_{r,\rm iso}}+L<\frac1{\tau_{r,D}}+\gamma_e .$$

The count removes one term from the left side. It does not fix the radiative rates. With negligible $L$ and the donor numbers above, the isoelectronic exciton lives longer only if its radiative time exceeds about 130 ns. A centre that radiates in 50 ns would be shorter-lived than the donor exciton and still far more efficient. Lifetime and yield must be judged separately.

To isolate the Auger term, the example holds $\tau_r$ at 1 ms for both centres. At 10 K, with $10^{12}$ free electrons per cm$^3$ and with escape of the hole alone and capture of free electrons by the centre left out, the isoelectronic lifetime is then 1.0 ms, about 7600 times the donor value. This ratio inherits the donor rate's uncertainty.

It compares recombination while the exciton stays bound. The donor holds its exciton by only 5 meV, and the release formula derived below, with the same capture cross-section, gives a release rate near $3\times10^7$ s$^{-1}$ at 10 K, faster than the Auger decay. At 4.2 K it drops to about $2\times10^3$ s$^{-1}$ and no longer matters. A donor lifetime should therefore be measured near 4 K, since at 10 K the donor exchanges excitons with the free-exciton gas.

## What brings the losses back

**Free electrons.** A passing electron supplies the missing third carrier. Adding a uniform density $n_f$ to $\rho_e$ gives $(\rho_e+n_f)^2$, whose cross term is $2\rho_en_f$. The added rate is

$$\Gamma_f=2C_nn_f\int\rho_e\rho_h\,d^3r=\frac{2C_nn_f}{\pi(a_e+a_h)^3}.$$

The integral follows as before, now with $\lambda=2(a_e+a_h)/(a_ea_h)$. For a tightly held electron, $a_e=1$ nm, and a hole with $a_h=4$ nm, it is $2.5\times10^{18}$ cm$^{-3}$. At $n_f=10^{12}$ cm$^{-3}$ the loss is 1.5 s$^{-1}$, against a radiative rate of 1000 s$^{-1}$. The two are equal at $6.5\times10^{14}$ cm$^{-3}$. There the lifetime is halved, which still leaves it far above the donor's. This density rests on the wide hole orbit. The values $E_x=15$ meV and an exciton mass of $0.6\,m_e$ point to a hole mass near $0.3\,m_e$. With that mass, an effective-mass electron-hole pair on a short-range well, bound by the same 55 meV in total, has an electron-hole contact density of about $1.2\times10^{19}$ cm$^{-3}$, and the two rates are equal near $1.4\times10^{14}$ cm$^{-3}$.

This estimate is for electrons that pass by and are not bound. If the empty centre can hold an electron by itself, it may be filled at a far lower density. With a capture cross-section of $10^{-13}$ cm$^2$ and a thermal speed of about $4\times10^6$ cm/s, an empty centre captures an electron at a rate of about $4\times10^5$ s$^{-1}$ when $n_f=10^{12}$ cm$^{-3}$. An exciton captured afterwards would make the centre $(2,1)$, with an internal Auger channel. The same state is reached if the occupied centre binds a free electron, which an effective-mass model of the example centre allows by at least a few meV. With the same cross-section this capture would equal the radiative rate at only about $2.5\times10^{9}$ cm$^{-3}$; the true cross-section is not known here.

**A nearby neutral donor.** Its electron has a density $\rho_D$ at the exciton, so $n_f$ is replaced by $\rho_D(|\mathbf r-\mathbf R|)$ inside the integral. In this local estimate the rate falls at large distance $R$ essentially as $e^{-2R/a_D}$, with $a_D$ the donor radius. For $a_D=2$ nm it equals the radiative rate at 11 nm. The long-range part of the Coulomb interaction also allows a dipole transfer of the energy to the donor's electron, which falls only as $R^{-6}$ and is not included. With randomly placed donors of density $N_D$, the fraction of centres with a donor within $R$ is

$$1-\exp\!\left(-\tfrac{4\pi}3R^3N_D\right),$$

or 0.6% at $N_D=10^{15}$ cm$^{-3}$. Transfer of the whole exciton to a donor is a separate loss and is not included.

**Thermal release.** Let free excitons of density $N$, mean speed $\bar v$ and mass $M$ be captured with cross-section $\sigma$. An empty centre captures at the rate $\sigma\bar vN$. In equilibrium, with equal degeneracies, the ratio of occupied to empty centres is $(N/n_Q)e^{E_b/k_BT}$, where $n_Q=(Mk_BT/2\pi\hbar^2)^{3/2}$. Balancing capture and release gives

$$\Gamma_{\rm th}=\sigma\bar v\,n_Q\,e^{-E_b/k_BT},\qquad \bar v=\sqrt{\frac{8k_BT}{\pi M}} .$$

With $\sigma=10^{-13}$ cm$^2$ and $M=0.6\,m_e$ this is about $6\times10^{-11}$ s$^{-1}$ at 10 K, and it reaches the radiative rate at 26 K. Near that point $d\ln\Gamma_{\rm th}/d\ln T=2+E_b/k_BT\approx20$, so a tenfold error in $\sigma$ moves the temperature by about 3 K. The degeneracies are also not equal in silicon, where the free exciton has about 48 valley, spin and hole states; a factor of 48 in the rate would lower the temperature to 22 K. A released exciton may be recaptured, or it may find a donor and be lost there.

The hole can also leave alone, while the electron stays on the centre. If the centre binds that electron by $\varepsilon_e$, the cost is $E_x+E_b-\varepsilon_e$, which is below $E_b$ whenever $\varepsilon_e>E_x$. A hole in a hydrogen-like orbit with $a_h=4$ nm in silicon is held by only about 15 meV. Since $E_x+E_b=55$ meV, the example centre then binds its electron by $\varepsilon_e\approx40$ meV even without the hole, so free electrons can fill it before an exciton arrives. The assumed hole orbit implies a hole mass near $0.16\,m_e$, while the mass that counts the free hole states may be nearer $0.5\,m_e$. With masses in this range, $\sigma$ between $10^{-13}$ and $10^{-12}$ cm$^2$ and the point-charge binding of 15.4 meV, the same formula gives an escape rate between about 40 and 1300 s$^{-1}$ at 10 K, which can already compete with the radiative rate. The rate is far more sensitive to the binding energy. The finite size of the bound electron lowers it to about 14 meV and raises the range to roughly 200 to 6000 s$^{-1}$. A bound-hole mass near $0.3\,m_e$, as $E_x$ and $M$ suggest, gives about 25 meV, $\varepsilon_e\approx30$ meV and a rate below 0.1 s$^{-1}$. At 4.2 K it is negligible. The limit of 26 K therefore holds only for release of the whole exciton.

**Phonons.** The energy can also go into the lattice. Suppose that recombination shifts one phonon mode, with Huang–Rhys factor $S$. The old ground state is then a coherent state of the shifted oscillator, with mean phonon number $S$ and weight $e^{-S}S^m/m!$ on the $m$-phonon state. With 60 meV phonons, 1.115 eV corresponds to 18.6 quanta, rounded up here to $m=19$. Multiplying the weight by the phonon frequency, $1.45\times10^{13}$ s$^{-1}$, gives a crude rate of $4\times10^{-5}$ s$^{-1}$ for $S=1$. It equals the radiative rate at $S\approx2.7$. Rounding down to $m=18$ instead gives $8\times10^{-4}$ s$^{-1}$ and $S\approx2.35$. The prefactor ignores the actual electronic coupling, but a tenfold change in it shifts this $S$ by only about 14%, because the weight varies roughly as $S^{16}$ there. A strongly relaxing centre can lose its long lifetime without any Auger process.

**A second exciton.** If the centre can bind two excitons, it becomes $(2,2)$, with two $eeh$ and two $ehh$ sets. Using $C_p=10^{-31}$ cm$^6$/s for the hole process, the local estimate gives

$$\Gamma_A=2(8.34\times10^7)+2(1.47\times10^6)\approx1.7\times10^8\ {\rm s^{-1}},$$

or about 6 ns. The electron process dominates because the electron is the more compact carrier and because $C_n$ was taken larger than $C_p$. A long single-exciton lifetime makes double occupation easier to reach.

## Comparison with real silicon

Excitons on phosphorus donors in silicon live for roughly 0.3 µs at liquid-helium temperature. The model gives 34 to 227 ns when the hole radius and the spin factor are varied together. These times are shorter than the measured one by factors between about 1.3 and 9. Some isoelectronic centres in silicon have low-temperature lifetimes of very roughly 0.1 to 1 ms, so the assumed 1 ms lies at the long end.

Real centres need not obey the assumption of equal radiative times. Electron-hole exchange can place a weakly radiating spin triplet lowest, which lengthens the lifetime for a reason unrelated to Auger decay. The ratio of two lifetimes therefore does not measure the Auger term alone. A long lifetime $\tau$ does bound that term if the exciton stays bound until it decays and $\tau$ is not set by slow capture, since no Auger rate can then exceed $1/\tau$. If the isoelectronic radiative time were 0.1 ms, with the donor unchanged, the ratio would fall from 7600 to about 760.

## What to do in practice

Write down $(n,p)$ for the excited centre before choosing its rates. Give $(2,1)$ and $(1,2)$ an internal Auger rate that does not vanish at low excitation. For $(1,1)$ set it to zero, and add terms for free carriers, near donors, thermal release and phonons.

To see the long lifetime in a sample like the example, work near 4 K, where neither the exciton nor its hole escapes, keep passing free electrons well below $10^{14}$ cm$^{-3}$, and choose a centre with weak lattice relaxation. The centre must also be empty when the exciton arrives. If it can bind an electron by itself, as the example centre can, electron capture must be slow compared with the processes that empty it, and capture of an electron by the occupied centre must be slow compared with the exciton's decay. Both can require a far lower free-electron density. Keep the capture rate per centre well below the single-exciton decay rate, here $10^3$ s$^{-1}$, so that few excitons are joined by a second one before they decay. These limits depend on $\tau_r$ and on the properties of the centre, and must be recomputed for another centre or host.

A useful diagnosis is to vary the excitation and the doping separately. An internal donor Auger rate stays finite as both are reduced. The loss of an isoelectronic exciton to passing electrons falls in proportion to $n_f$. If captured excitons stay bound until they decay and $\tau$ is the lifetime of that bound state, the yield $\eta$ per captured exciton splits the total rate into a radiative part $\eta/\tau$ and a non-radiative part $(1-\eta)/\tau$. The numerical output lists the inputs and the separate rates.

## Computed values

```
MODEL (rates in gap/hbar, times in hbar/gap)
golden-rule rate per eeh, ehh triple: 0.00452, 0.00254
donor (2,1): evolved 0.00454, counted 0.00452, left 0.325
acceptor (1,2): evolved 0.00255, counted 0.00254, left 0.531
two excitons (2,2): evolved 0.01436, counted 0.01414, left 0.029
isoelectronic (1,1): least survival up to t=250: 0.9976
SILICON INPUTS (rough)
temperature: 10 K; gap: 1.170 eV
free-exciton binding: 15 meV
exciton binding to donor, iso centre: 5, 40 meV
donor electron binding: 45 meV
C_n, C_p: 3.0e-31, 1.0e-31 cm^6/s
radiative time, both centres: 1.0 ms
donor a_e, a_h: 2.0, 4.0 nm
iso a_e, a_h: 1.0, 4.0 nm
free electrons, donors: 1.0e+12, 1.0e+15 cm^-3
capture cross-section: 1.0e-13 cm^2
exciton mass: 0.6 m_e
phonon: 60 meV; Huang-Rhys factor: 1.0
ENERGIES
donor-exciton, iso-exciton energy: 1.150, 1.115 eV
kinetic energy of ejected donor electron: 1.105 eV
shortfall for freeing a valence electron: 55 meV
DONOR EXCITON
peak density per electron: 3.98e+19 cm^-3
integral rho_e^2 rho_h: 1.267e+37 cm^-6
Auger rate: 7.599e+06 1/s
lifetime: 131.6 ns
radiative yield: 1.32e-04
Auger time if singlet factor is 2: 65.8 ns
Auger time for a_h = 3, 5 nm: 67.4, 227.4 ns
anisotropic radii: 2.50, 1.28 nm; rate ratio 0.965
ISOELECTRONIC EXCITON
integral rho_e rho_h: 2.546e+18 cm^-3
radiative rate: 1.000e+03 1/s
free-electron Auger rate: 1.528e+00 1/s
thermal release rate: 6.24e-11 1/s
phonons needed: 19; attempt frequency 1.45e+13 1/s
multiphonon rate: 4.39e-05 1/s
lifetime: 0.9985 ms
radiative yield: 0.9985
lifetime ratio iso/donor: 7588
WHERE A LOSS EQUALS THE RADIATIVE RATE
free-electron density: 6.54e+14 cm^-3
distance to a neutral donor: 11.3 nm
fraction of centres with a donor that near: 0.0060
temperature: 25.9 K
Huang-Rhys factor: 2.66
TWO EXCITONS ON THE ISO CENTRE
eeh, ehh triples: 2, 2
rate per eeh, ehh triple: 8.34e+07, 1.47e+06 1/s
Auger time: 5.89 ns
```
